# Slowest Stress Relaxation in a Conductor with Two Blocked Ends, part 1

(Sections cited here and not found follow in the second part.)

## First half: from moving atoms to the slowest decay

Q: You speak of stress diffusing along a metal line that carries current. Stress is not a substance. What is it that moves?

A: Atoms move. The line is encased in stiff material, so if atoms leave one region and arrive in another, the first is left in tension and the second is compressed. Stress is a record of where the atoms have gone. Whether that record obeys a diffusion equation has to be derived.

Take a straight line along $0<x<L$ with uniform cross-section, and let every quantity be an average over that cross-section. Let $\sigma(x,t)$ be the hydrostatic stress, positive in tension. Electrons flow towards $+x$, so $x=0$ is the cathode end and $x=L$ the anode end.

Q: What pushes the atoms?

A: There are two forces. The first comes from the current. Electrons scatter off atoms and pass momentum to them, and the electric field also acts on the ions directly. The sum is written with an effective charge number $Z^*$. In the metals considered here the electron wind wins, so the net force points along the electron flow:

$$F=|Z^*|\,e\rho j>0 .$$

Here $e$ is the elementary charge, $\rho$ the resistivity, $j$ the magnitude of the current density, and $\rho j$ the magnitude of the field.

The second force comes from the stress. Suppose an atom is inserted at a grain boundary or interface that is under tension $\sigma$. The material grows by one atomic volume $\Omega$, and the surroundings, which pull outwards, do work $\sigma\Omega$ on it. Insertion is cheaper by that amount, so the chemical potential is

$$\mu=\mu_0-\Omega\sigma .$$

This is the leading order in stress. The elastic energy carried by the atom itself is of order $\Omega\sigma^2/(2B)$, with $B$ an elastic modulus, and is smaller than $\Omega\sigma$ by the factor $\sigma/(2B)$. The force that follows from $\mu$ is $-\partial\mu/\partial x=+\Omega\,\partial\sigma/\partial x$. Atoms are drawn towards tension, as they should be, since tension marks a shortage of atoms.

Q: A force is not a flux. How do you pass from one to the other?

A: By counting hops. Let atoms hop between neighbouring positions a distance $a$ apart, with frequency $\nu$ in each direction when no force acts. If the forces do work $w$ on an atom during a forward hop, the barrier is lowered by $w/2$ for the forward hop and raised by $w/2$ for the backward one. There are $a/\Omega$ atoms per unit area in a layer of thickness $a$, so the net flux is

$$J=\frac{a\nu}{\Omega}\left(e^{w/2k_BT}-e^{-w/2k_BT}\right)=\frac{2a\nu}{\Omega}\sinh\frac{w}{2k_BT}.$$

When $w\ll k_BT$, $\sinh z\approx z$, and the flux becomes $a\nu w/(\Omega k_BT)$. The work is force times distance, $w=a(F+\Omega\,\partial\sigma/\partial x)$, and the diffusivity of this one-dimensional walk is $D=\nu a^2$. Therefore

$$J=\frac{D}{\Omega k_BT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right)=\frac{D}{k_BT}\left(\frac{\partial\sigma}{\partial x}+G\right),\qquad G=\frac{F}{\Omega}.$$

The last form follows on taking $\Omega$ out of the bracket. $G$ has the dimension of a stress gradient. $D$ is an effective diffusivity: if atoms move mainly along an interface or along grain boundaries, it is the diffusivity of that path multiplied by the fraction of atoms that lie in it.

Q: So far you have the motion of atoms in a given stress. You still need the stress that the motion produces.

A: That is where the confinement enters. Let $C$ be the number of atoms per unit volume of the original line, so that $C=1/\Omega$ to leading order. If the number rises by the fraction $dC/C$, the line tries to expand, the surroundings resist, and compression builds up. For small elastic strain this response is linear:

$$d\sigma=-B\,\frac{dC}{C}.$$

This equation defines $B$, the effective modulus of the line together with its surroundings. It is smaller for a soft dielectric than for a stiff one.

Atoms are neither created nor destroyed, so $\partial C/\partial t=-\partial J/\partial x$. Combining this with the elastic response gives

$$\frac{\partial\sigma}{\partial t}=-\frac{B}{C}\frac{\partial C}{\partial t}=B\Omega\,\frac{\partial J}{\partial x}.$$

The two minus signs have cancelled. Where the flux increases along $x$, more atoms leave than arrive, and tension grows. Inserting $J$ gives

$$\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],\qquad \kappa=\frac{DB\Omega}{k_BT}.$$

The ratio $B\Omega/k_BT$ is an energy divided by an energy, so $\kappa$ has the dimension of a diffusivity. It is the stress diffusivity.

Q: And if $\kappa$ and $G$ are uniform, the current disappears from the equation. Have you lost the electromigration?

A: It has moved to the ends. With uniform $D$, $B$, $T$, $\rho$ and $j$, the derivative of $G$ vanishes and

$$\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2}.$$

In the interior a uniform wind carries as many atoms into a slice as out of it, and so changes nothing there. At a blocked end atoms cannot pass, so $J=0$, and the flux law requires

$$\frac{\partial\sigma}{\partial x}=-G\qquad\text{at }x=0\text{ and }x=L .$$

The current acts through these two conditions.

Q: Does a steady state exist at all, with a wind that never stops?

A: Yes. In a steady state $\partial^2\sigma/\partial x^2=0$, so the stress is a straight line, and the end conditions fix its slope at $-G$. One constant is left over. To find it, integrate the diffusion equation along the line:

$$\frac{d}{dt}\int_0^L\sigma\,dx=\kappa\left[\frac{\partial\sigma}{\partial x}\right]_0^L=\kappa\,(-G+G)=0 .$$

The mean stress, $\sigma_0$, keeps its initial value. This is conservation of atoms in another form. The straight line of slope $-G$ and mean $\sigma_0$ is

$$\sigma_s(x)=\sigma_0+G\left(\frac L2-x\right).$$

The cathode end is in tension by $GL/2$ relative to the mean, and the anode end is in compression by the same amount. The flux is zero at every point, because the pull of the stress gradient cancels the wind.

Q: Now the approach to that state. The end conditions have a nonzero right-hand side, which spoils superposition.

A: Subtracting the steady state removes it. Define $u=\sigma-\sigma_s$. Since $\sigma_s$ does not depend on time and has no second derivative,

$$\frac{\partial u}{\partial t}=\kappa\frac{\partial^2u}{\partial x^2}.$$

At each end $\partial u/\partial x=-G-(-G)=0$. Because $\sigma$ and $\sigma_s$ have the same mean, $\int_0^Lu\,dx=0$.

Look for solutions of the form $u=X(x)\,\Theta(t)$. Substitution and division by $\kappa X\Theta$ give

$$\frac{1}{\kappa\Theta}\frac{d\Theta}{dt}=\frac1X\frac{d^2X}{dx^2}=\lambda .$$

The left side depends on $t$ alone and the middle on $x$ alone, so both equal a constant $\lambda$.

Q: Why should $\lambda$ be negative? Growth is not excluded by the algebra so far.

A: The end conditions exclude it. Multiply $X''=\lambda X$ by $X$, integrate, and use integration by parts:

$$\lambda\int_0^LX^2dx=\int_0^LXX''dx=\big[XX'\big]_0^L-\int_0^L(X')^2dx=-\int_0^L(X')^2dx .$$

The bracket vanishes because $X'=0$ at both ends. Hence $\lambda\le0$, and we may write $\lambda=-q^2$ with $q\ge0$.

For $q>0$ the general solution is $X=\alpha\cos qx+\beta\sin qx$, with slope $X'=-\alpha q\sin qx+\beta q\cos qx$. At $x=0$ the slope is $\beta q$, so $\beta=0$. At $x=L$ it is then $-\alpha q\sin qL$, so a nonzero solution needs $qL=n\pi$ with $n=1,2,3,\dots$ For $q=0$ the solution is a straight line with zero slope, that is, a constant, which is the case $n=0$.

The time factor obeys $d\Theta/dt=-\kappa q^2\Theta$. The modes are therefore

$$\cos\frac{n\pi x}{L}\;e^{-n^2\pi^2\kappa t/L^2},\qquad n=0,1,2,\dots$$

Q: Then the slowest mode is $n=0$, which does not decay at all. The longest relaxation time is infinite.

A: That objection is right if the word "slowest" is taken without care. The $n=0$ mode is a uniform change of stress. It would need atoms to be added to the line or taken from it, and the blocked ends forbid that. It does not relax, because the initial condition fixes it once and for all. By construction $u$ has zero mean and contains none of it. The longest finite relaxation time belongs to $n=1$:

$$\tau=\frac{L^2}{\pi^2\kappa}.$$

This mode is half a cosine wave. It describes atoms shifting from one half of the line to the other, the largest-scale rearrangement that conserves their number.

Q: You found solutions of a special product form. A general deviation need not have that form, and might decay more slowly.

A: It cannot, if we measure the deviation by its mean square. Write

$$u(x,t)=\sum_{n\ge1}a_n(t)\cos\frac{n\pi x}{L}.$$

A continuous function on $[0,L]$ with a square-integrable slope has such a cosine expansion, because its mirror image about $x=0$ extends it to a continuous periodic function. There is no constant term since the mean is zero. The slope has a sine expansion, whose coefficients follow from integration by parts:

$$\frac2L\int_0^L\frac{\partial u}{\partial x}\sin\frac{n\pi x}{L}dx=\frac2L\left[u\sin\frac{n\pi x}{L}\right]_0^L-\frac{n\pi}{L}\,\frac2L\int_0^Lu\cos\frac{n\pi x}{L}dx=-\frac{n\pi}{L}a_n .$$

The bracket vanishes because the sine is zero at both ends. Each squared sine or cosine integrates to $L/2$ and the cross terms integrate to zero, so

$$\int_0^L\left(\frac{\partial u}{\partial x}\right)^2dx=\frac L2\sum_{n\ge1}\frac{n^2\pi^2}{L^2}a_n^2\;\ge\;\frac{\pi^2}{L^2}\,\frac L2\sum_{n\ge1}a_n^2=\frac{\pi^2}{L^2}\int_0^Lu^2dx .$$

The inequality holds because $n^2\ge1$ in every term.

Now follow the mean square in time. Let $I(t)=\int_0^Lu^2dx$. The diffusion equation and one more integration by parts, with zero slope at the ends, give

$$\frac{dI}{dt}=2\int_0^Lu\,\frac{\partial u}{\partial t}dx=2\kappa\int_0^Lu\,\frac{\partial^2u}{\partial x^2}dx=-2\kappa\int_0^L\left(\frac{\partial u}{\partial x}\right)^2dx\le-\frac{2}{\tau}I .$$

It follows that $\frac{d}{dt}\left(Ie^{2t/\tau}\right)\le0$, so $I(t)\le I(0)e^{-2t/\tau}$. The root-mean-square deviation is $\sqrt{I/L}$, and it falls at least as fast as $e^{-t/\tau}$. The first cosine attains this bound, so no shorter time would serve for all deviations.

The same inequality shows that the solution is unique. Two solutions with the same initial stress differ by a $u$ with $I(0)=0$, and then $I$ remains zero.

Q: The inequality rests on the cosine expansion. Can the number $\pi^2$ be reached without cosines?

A: Yes. On an interval of unit length, take all polynomials of degree up to seven with zero mean, and minimise the ratio of $\int(u')^2dx$ to $\int u^2dx$ among them. This is a small matrix problem with no trigonometric function in it. The minimum is 9.869604, which agrees with $\pi^2$ to all the digits given. A restricted set of functions can give a minimum that is too high but not one that is too low, so this calculation could have exposed a smaller value.

## Second half: a real start, a real line, and the limits

The symbols carried over are these. The stress $\sigma$ is positive in tension, the electrons flow from $x=0$ to $x=L$, and atoms can pass neither end. The wind force on an atom is $F=|Z^*|e\rho j$, and $G=F/\Omega$. The stress diffusivity is $\kappa=DB\Omega/(k_BT)$. The steady state is $\sigma_s=\sigma_0+G(L/2-x)$. The deviation $u=\sigma-\sigma_s$ has zero mean and consists of the modes $\cos(n\pi x/L)\,e^{-n^2t/\tau}$ with $n\ge1$ and $\tau=L^2/(\pi^2\kappa)$.

Q: A slowest mode matters only if it is present. Does switching on a current excite it?

A: It does when the line starts from a uniform stress $\sigma_0$. The initial deviation is then $u(x,0)=\sigma_0-\sigma_s=G(x-L/2)$. With $q=n\pi/L$, its cosine coefficients are

$$a_n=\frac{2G}{L}\int_0^L\left(x-\frac L2\right)\cos qx\,dx .$$

Integration by parts gives

$$\int_0^L\left(x-\frac L2\right)\cos qx\,dx=\left[\left(x-\frac L2\right)\frac{\sin qx}{q}\right]_0^L-\frac1q\int_0^L\sin qx\,dx=\frac{\cos qL-1}{q^2}.$$

The bracket is zero because $\sin qL=\sin n\pi=0$. Since $\cos n\pi=(-1)^n$, the result is zero for even $n$ and $-2L^2/(n^2\pi^2)$ for odd $n$. Hence $a_n=-4GL/(n^2\pi^2)$ for odd $n$, and

$$\sigma(x,t)=\sigma_0+G\left[\frac L2-x-\frac{4L}{\pi^2}\sum_{n\ \mathrm{odd}}\frac{1}{n^2}\cos\frac{n\pi x}{L}\,e^{-n^2t/\tau}\right].$$

The first mode has the largest amplitude and the slowest decay.

Q: Is there a start that misses it?

A: Any deviation symmetric about the centre does. Replacing $x$ by $L-x$ multiplies $\cos(n\pi x/L)$ by $(-1)^n$, so a symmetric deviation contains even $n$ alone. Its slowest possible mode is $n=2$, with time $\tau/4$. As a test, a parabolic hump with zero mean was evolved on 100 cells. Between $t=\tau$ and $t=1.5\tau$ it decayed with a time of $0.2501\,\tau$. An observed relaxation time therefore equals $\tau$ only if the initial deviation $u=\sigma-\sigma_s$ from the steady state has some first-cosine content.

For a uniform line with blocked ends, the stress approaches a straight-line steady state with longest finite relaxation time $\tau=L^2/(\pi^2\kappa)$, and switching on the current from uniform stress excites that slowest mode. What remains is the early-time behaviour, a numerical example with an independent check, and the limits of the model in real lines.
